# Bisection for the fastest heating ramp an oxide nucleus in silicon survives

## Two critical radii, two wrong answers

An oxide nucleus of radius 0.6 nm sits in silicon at 973 K and is to be heated to 1373 K. In the model below its critical radius is 0.258 nm at the start and 0.976 nm at the end. Judged by the first number the nucleus is safe; judged by the second it is lost. Neither answer contains the heating rate, which decides the matter: on a slow ramp the nucleus outgrows the rising critical radius, on a fast one it is overtaken.

A simple repair is to add up the oxygen that can diffuse to the nucleus during the ramp and ask whether it suffices to reach 0.976 nm. This permits ramps up to 19.5 K/s. The nucleus is in fact lost above 5.9 K/s, because the estimate ignores how curvature holds back growth. Another repair, asking whether the nucleus is larger at the end than at the start, fails too: a nucleus that has grown to 0.8 nm still dissolves at 1373 K. A sound scheme needs the right growth law, the right criterion, and a proof that survival changes only once as the ramp gets faster. Without that proof, bisection might find only one of several changes between survival and loss.

## The critical radius moves

Let $\Omega$ be the oxide volume per oxygen atom, $g$ the interface energy per area, $C$ the dissolved oxygen concentration, taken as constant, and $C_e=C_0e^{-H/kT}$ the solubility. The nucleus is a sphere without elastic strain. It holds $n=4\pi r^3/3\Omega$ oxygen atoms, and its free energy is

$$G(r)=-\frac{4\pi r^3}{3\Omega}\,kT\ln\frac{C}{C_e}+4\pi r^2g .$$

Setting $dG/dr=-(4\pi r^2/\Omega)\,kT\ln(C/C_e)+8\pi rg$ to zero gives the maximum

$$r_c=\frac{2g\Omega}{kT\ln(C/C_e)} .$$

The temperature dependence becomes plain when the solubility is inserted:

$$kT\ln\frac{C}{C_e}=H-kT\ln\frac{C_0}{C}=H\left(1-\frac{T}{T_s}\right),\qquad T_s=\frac{H}{k\ln(C_0/C)} .$$

Here $T_s$ is the solvus, the temperature at which $C=C_e$. Hence

$$r_c(T)=\frac{2g\Omega}{H(1-T/T_s)},\qquad \frac{dr_c}{dT}=\frac{r_c}{T_s-T}>0\quad(T<T_s).$$

The example uses $C=8\times10^{17}$ cm$^{-3}$, $C_0=9\times10^{22}$ cm$^{-3}$, $H=1.52$ eV, $g=0.5$ J/m$^2$ and $\Omega=0.0225$ nm$^3$. These give $T_s=1516.6$ K and $2g\Omega=0.1404$ eV nm. At 1373 K the driving energy per oxygen atom is $1.52\,(1-1373/1516.6)=0.144$ eV, so $r_c=0.1404/0.144\approx0.98$ nm.

The same maximum, read backwards, tells which concentration $C_r$ is in balance with a given radius $r$. Replacing $C$ by $C_r$ and $r_c$ by $r$ gives $kT\ln(C_r/C_e)=2g\Omega/r$, or

$$C_r=C_e\exp\left(\frac{2g\Omega}{r\,kT}\right).$$

A small nucleus thus holds a raised oxygen concentration at its surface. This is what the supply estimate left out.

## Growth by diffusion

Let $\rho$ be the distance from the centre and $D(T)$ the oxygen diffusivity. The steady solution of the spherical diffusion equation with $c=C_r$ at $\rho=r$ and $c\to C$ far away is $c=C-(C-C_r)r/\rho$. Its gradient at the surface is $(C-C_r)/r$. Multiplying by $D$ and by the area $4\pi r^2$ gives

$$\frac{dn}{dt}=4\pi rD(C-C_r).$$

Since $dn/dt=(4\pi r^2/\Omega)\,dr/dt$, it follows that $r\,dr/dt=\Omega D(C-C_r)$. With $y=r^2$,

$$\frac{dy}{dt}=F(y,T)=2\Omega D(T)\,(C-C_r).$$

Using $y$ removes the factor $1/r$ from the right side. Because $C_r$ falls with $r$ and equals $C$ at $r=r_c$, $F$ is positive above the critical radius and negative below it.

Two approximations enter. Oxygen already present in the volume swallowed by the oxide is neglected, a relative error of order $\Omega C=1.8\times10^{-5}$. The steady profile also needs time to form. For fixed $r$ and $C_r$, put $w=\rho(C-c)$. Then $w$ obeys the one-dimensional equation $\partial w/\partial t=D\,\partial^2w/\partial\rho^2$, with $w=r(C-C_r)$ at the surface and $w=0$ initially. Its solution is $w=r(C-C_r)\,\mathrm{erfc}[(\rho-r)/2\sqrt{Dt}]$. Since $c=C-w/\rho$, the surface gradient is

$$\frac{w}{r^2}-\frac1r\frac{\partial w}{\partial\rho}=\frac{C-C_r}{r}\left(1+\frac{r}{\sqrt{\pi Dt}}\right).$$

A direct numerical solution of the spherical equation at $Dt=100r^2$ gave 1.0565 times the steady flux; the formula gives 1.0564. With $A=\int D\,dt$, integrating the bracket over $A$ gives $A+2r\sqrt{A/\pi}$, so the relative extra uptake is $2r/\sqrt{\pi A}$. In the example this estimate is 0.7 % at 1297 K, where half the growth in $r^2$ is done on the threshold ramp.

## A criterion that can be bisected

Heat at a constant rate $b$ from $T_0$ to $T_1<T_s$, then hold at $T_1$ for long enough to decide the outcome. With temperature as the variable,

$$\frac{dy}{dT}=\frac{F(y,T)}{b},\qquad y(T_0)=r_0^2,\qquad r_c(T_0)<r_0<r_c(T_1).$$

**A lost nucleus does not recover.** If $r$ meets $r_c$ during the ramp, then $F=0$ and $r$ has zero slope, while $r_c$ rises. The difference $r-r_c$ can therefore cross zero only downwards. During the hold $r_c$ is fixed: a larger nucleus grows and a smaller one shrinks. Survival is thus equivalent to $r(T_1)>r_c(T_1)$, and a run may stop at the first temperature where $r\le r_c$.

**A slower ramp cannot harm a survivor.** Let $b_1<b_2$, and let the nucleus survive at $b_2$. Along its path $y_2(T)$ we have $F>0$. The path $y_1$ for the slower ramp starts at the same point with the larger slope $F/b_1$. Were the two to meet again, $y_1$ would again have the larger slope there, so it cannot cross from above to below. Hence $y_1>y_2$ up to $T_1$, and the slower ramp survives too.

**Both outcomes occur.** For $b\to\infty$ there is no time to grow, and $r(T_1)\to r_0<r_c(T_1)$. For $b\to0$, take a short interval $\delta$ above $T_0$ in which $r_c$ stays below $r_0$. There $F$ has a positive lower limit $F_m$ for all radii from $r_0$ upwards, so $y$ gains at least $F_m\delta/b$, which grows without limit. Once $r$ exceeds $r_c(T_1)$, it exceeds $r_c$ during the whole rest of the ramp, so the nucleus keeps growing and survives.

There is therefore one threshold $b^*$. Since the path depends continuously on $b$, small changes of $b$ cannot reverse either a clear survival or a clear loss; at $b^*$ itself $r(T_1)=r_c(T_1)$. This balance is unstable, so $b^*$ is the upper limit of the surviving ramps and not one of them.

The ordering of paths relied on $F>0$. For nuclei that fail, $F$ changes sign and the argument gives no ordering of their final radii. That is why the bisection uses the yes-or-no outcome.

The supply estimate now finds its place as a bound. Since $C_r>C_e$, integrating at $b^*$ gives

$$r_c(T_1)^2-r_0^2<\frac{2\Omega}{b^*}\int_{T_0}^{T_1}D\,(C-C_e)\,dT .$$

Solved for $b^*$, this yields the 19.5 K/s quoted above.

## The scheme and its time step

Divide the ramp into $N$ equal temperature steps $h=(T_1-T_0)/N$. Every run then ends exactly at $T_1$, whatever the trial rate; the time step is $h/b$. One step of the classical fourth-order Runge–Kutta method, with $f=F/b$, is

$$k_1=f(y,T),\quad k_2=f\!\left(y+\tfrac h2k_1,T+\tfrac h2\right),\quad k_3=f\!\left(y+\tfrac h2k_2,T+\tfrac h2\right),$$
$$k_4=f(y+hk_3,T+h),\qquad y\to y+\tfrac h6(k_1+2k_2+2k_3+k_4).$$

After each step $r$ is compared with $r_c$. The outer loop is:

1. Start with a surviving rate $b_-$ and a failing rate $b_+$.
2. Run the ramp at $b=\sqrt{b_-b_+}$, the midpoint in $\ln b$.
3. Replace $b_-$ if the nucleus survives, $b_+$ if it does not, and repeat.
4. When the bracket is narrow enough, double $N$ and start again.

From 0.01 to 1000 K/s the bracket spans $\ln10^5=11.5$. Reducing it to $10^{-12}$ takes $\log_2(11.5\times10^{12})=43.4$, hence 44 halvings. Such a narrow bracket is no claim about silicon; it keeps the bisection error below the step error that is to be measured.

The step error passes to the threshold as follows. Let the computed final $y$ be too large by $e=O(h^4)$. The computed threshold is shifted by $\delta b$ such that $e+(\partial y/\partial b)\,\delta b=0$ to first order. The derivative $z=\partial y/\partial b$ obeys

$$\frac{dz}{dT}=\frac1b\frac{\partial F}{\partial y}z-\frac{F}{b^2},\qquad z(T_0)=0 ,$$

and the source term is negative on the threshold path before $T_1$, so $z(T_1)<0$. Thus $\delta b=e/|z|$ is finite and also $O(h^4)$.

An independent value comes from running the problem backwards. Differentiating $C_r$ gives

$$\frac{\partial F}{\partial y}=\Omega D\,C_r\,\frac{2g\Omega}{kT\,r^3}>0 .$$

Neighbouring paths therefore separate on heating and converge when followed towards lower temperature. Starting at $r_c(T_1)$ and integrating down to $T_0$ gives the smallest radius that survives a given ramp; $b$ is then adjusted until this radius equals $r_0$.

With the rough diffusivity $D=0.13\,e^{-2.53\,\mathrm{eV}/kT}$ cm$^2$/s, both routes give 5.937937 K/s. The relative errors of the forward thresholds, measured against the backward ones, are:

| $r_0$ (nm) | $N=50$ | $N=100$ | $N=200$ | $N=400$ |
|---|---|---|---|---|
| 0.50 | −2.5e−7 | −1.6e−8 | −1.1e−9 | −6.7e−11 |
| 0.60 | +9.3e−8 | +1.5e−9 | −5.9e−11 | −8.9e−12 |
| 0.80 | −8.6e−8 | −8.2e−9 | −6.0e−10 | −4.0e−11 |

At 0.50 nm each halving divides the error by about 16, as fourth order requires. At 0.60 nm the error falls by 62 and then changes sign. An error of the form $\alpha h^4+\beta h^5+\dots$ does this when its first terms have opposite signs and comparable size, so one nucleus is a poor judge of the order. The largest error among five start radii from 0.50 to 0.80 nm falls with a mean order of 3.94 between 50 and 400 steps. For practical use 25 steps of 16 K already suffice: their threshold is off by three parts in a million for the 0.6 nm nucleus, and by one part in ten thousand for a start radius of 0.30 nm.

The criterion was also tested by simulating the ramp and a long hold at ten rates between 0.02 and 50 times $b^*$. All nuclei below the threshold grew to 3 nm, including the one at $0.99\,b^*$; all above it shrank to 0.2 nm, including the one at $1.01\,b^*$.

## Reading the threshold

The threshold is 5.9 K/s, or about 360 K/min. Its path shows where the contest is decided:

| $T$ (K) | $r$ (nm) | $r_c$ (nm) |
|---|---|---|
| 973 | 0.600 | 0.258 |
| 1073 | 0.603 | 0.316 |
| 1173 | 0.630 | 0.408 |
| 1273 | 0.755 | 0.575 |
| 1323 | 0.877 | 0.724 |
| 1373 | 0.976 | 0.976 |

The first 100 K add 0.003 nm. Starting the same nucleus at 1073 K lowers the threshold by 0.9 %. Most of the growth comes above 1173 K, where diffusion is faster but the critical radius also climbs steeply.

On a ramp too fast for any growth, the nucleus is overtaken when $r_c(T)=r_0$, at $T=1516.6\,[1-0.1404/(1.52\times0.6)]=1283$ K. At ten times the threshold rate the loss occurs at 1288 K, close to this limit; at twice the threshold it occurs at 1315 K, and at 1.1 times at 1360 K. After an almost instantaneous ramp, shrinking from 0.6 to 0.2 nm at 1373 K takes 0.47 s. Close to the threshold the decision takes longer, because the nucleus ends the ramp near the unstable balance: counted from the end of the ramp, shrinking to 0.2 nm takes about 5 s at 1.1 times the threshold rate and about 19 s at 1.01 times. The assumed long hold must outlast these times.

The smallest surviving start radius joins the two critical radii of the opening. It is 0.276 nm at 0.1 K/s, 0.341 nm at 1 K/s, 0.739 nm at 10 K/s and 0.952 nm at 100 K/s. The slow limit is $r_c(T_0)=0.258$ nm, the fast limit $r_c(T_1)=0.976$ nm. Each naive answer is right in one limit of this smooth model. The radii at 0.1 and 1 K/s correspond to only about 4 and 7 oxygen atoms, so there they should not be read as sharp limits for real nuclei.

## Forty atoms do not follow a smooth curve

The nucleus starts with 40 oxygen atoms, so single gains and losses matter. Let $a_n=4\pi r_nDC$ be the rate of gain and $d_n=4\pi r_nDC_r$ the rate of loss; their difference is the growth law above. Let $u_n(t)$ be the chance of final survival from size $n$ at time $t$. In a short time $dt$ the nucleus gains an atom with probability $a_n\,dt$, loses one with probability $d_n\,dt$, or stays as it is. Hence

$$u_n(t)=a_n\,dt\,u_{n+1}+d_n\,dt\,u_{n-1}+(1-a_n\,dt-d_n\,dt)\,u_n(t+dt),$$

$$-\frac{du_n}{dt}=a_n(u_{n+1}-u_n)+d_n(u_{n-1}-u_n).$$

This is solved backwards from the hold, where $u_n$ is stationary, with $u=0$ at one atom and $u=1$ at 3000 atoms. At the deterministic threshold the chance of survival is 0.46; 2000 random walks gave 0.47. Survival is 92 % at 4.47 K/s, 50 % at 5.8 K/s and 8 % at 7.70 K/s. (The numerical output lists the first and last of these rates as those for 90 and 10 %, because it interpolates linearly on a coarse grid of rates.) For a population of such nuclei the sharp threshold is the middle of a band, and a recipe meant to keep nine in ten must, in this model, stay below about 4.6 K/s.

## Beside real Czochralski silicon

The oxygen content, solubility and diffusivity are rough typical values for Czochralski silicon; the interface energy is much less certain. With all else fixed, raising $g$ by 10 % lowers the threshold to 4.1 K/s, and lowering it by 10 % raises it to 9.2 K/s. Conventional furnace ramps are roughly 1 to 10 K/min and rapid thermal ramps roughly tens of K/s. With $g=0.5$ J/m$^2$ the model therefore lets this nucleus survive the former and lose against the latter. The first conclusion tolerates a wide range of $g$, but not an unlimited one. At 0.9 J/m$^2$ the threshold is still 0.26 K/s, or 16 K/min, although random gain and loss of atoms then leave only about 83 % survival at 10 K/min. At 1.0 J/m$^2$ the threshold is 4.9 K/min, inside the furnace range. The second can reverse, since the threshold rises to 16 K/s at 0.40 J/m$^2$ and to 42 K/s at 0.35 J/m$^2$. At 0.30 J/m$^2$ the final critical radius is only 0.59 nm, and the nucleus survives every ramp.

One assumption that growth itself can break is that of equilibrium self-interstitials. Two oxygen atoms and one silicon atom form 0.045 nm$^3$ of oxide where 0.020 nm$^3$ of silicon was. Strain-free growth must therefore expel $(0.045-0.020)/0.020=1.25$ silicon atoms per two oxygen atoms, or 0.625 per oxygen atom. If interstitials are supersaturated by a factor $S$, each costs $kT\ln S$ more, which multiplies $C_e$ by $S^{0.625}$. A constant $S=2$ lowers the threshold from 5.9 to 1.8 K/s. A constant $S=5$ lowers it to about 9 K/min, inside the furnace range, and at $S=7$ no driving energy is left at 1373 K. With $g=0.9$ J/m$^2$, $S=2$ already gives about 5 K/min.

Attachment at the interface can also slow the growth. If the flux must also pass an interface with rate constant $q$, the concentration drops across bulk and interface add up to $C-C_r=J(r/D+1/q)$. The growth rate is then multiplied by $r/(r+D/q)$. Taking $D/q=0.192$ nm, one bulk jump length, gives 4.7 K/s; slower attachment would lower the threshold further. Oxygen depletion is negligible here: $10^{10}$ nuclei per cm$^3$ at the final critical radius hold $2\times10^{-6}$ of the oxygen.

Elastic strain is left out. An unrelieved strain energy per oxygen atom would be subtracted from the driving energy, which is 0.144 eV at 1373 K; strain of that size would leave no surviving nucleus at any ramp. A constant 0.10 eV lowers the threshold to 23 K/min and 0.13 eV to 2.7 K/min, so survival on furnace ramps in real wafers depends on how far strain is relieved. Plate-like shapes and fast-diffusing oxygen complexes are also outside the model. The main values are in the numerical output below.

## Computed values

```
O conc 8.0e+17 cm^-3; interface energy 0.5 J/m2
D = 0.13 cm2/s exp(-2.53 eV/kT)
Ceq = 9.0e+22 cm^-3 exp(-1.52 eV/kT)
oxide volume per O 0.0225 nm3; Si atom volume 0.02 nm3
ramp 973 K to 1373 K; solvus 1516.6 K
start radius 0.6 nm = 40 O atoms; 2 g Omega 0.1404 eV nm
critical radius: start 0.2578 nm, hold 0.9759 nm
sphere flux/steady: numeric 1.0565, formula 1.0564
steps, time step (s), threshold (K/s), relative shift from finest
    25   2.6945 5.93795500 +3.1e-06
    50   1.3473 5.93793713 +9.3e-08
   100   0.6736 5.93793659 +1.5e-09
   200   0.3368 5.93793658 -5.9e-11
   400   0.1684 5.93793658 -8.5e-12
   800   0.0842 5.93793658 +0.0e+00
start r (nm): relative threshold error at 50, 100, 200, 400 steps
  0.50 -2.5e-07 -1.6e-08 -1.1e-09 -6.7e-11
  0.55 +6.2e-08 +8.9e-10 -5.5e-11 -6.5e-12
  0.60 +9.3e-08 +1.5e-09 -5.9e-11 -8.9e-12
  0.70 +3.7e-09 -4.2e-09 -4.1e-10 -3.1e-11
  0.80 -8.6e-08 -8.2e-09 -6.0e-10 -4.0e-11
mean order of largest error 3.94; halvings 44
THRESHOLD RAMP 5.9379 K/s = 356.3 K/min
backward shooting 5.93793658 K/s
upper bound without capillarity 19.460 K/s
marginal path: T (K), r (nm), critical r (nm)
  973 0.6000 0.2578
  1073 0.6028 0.3159
  1173 0.6295 0.4078
  1223 0.6736 0.4773
  1273 0.7554 0.5752
  1323 0.8771 0.7238
  1373 0.9759 0.9759
ramp/threshold: outcome
   0.5 survives, r at hold 1.659 nm
   0.9 survives, r at hold 1.078 nm
   1.1 lost, r meets critical r at 1360 K
   2.0 lost, r meets critical r at 1315 K
  10.0 lost, r meets critical r at 1288 K
ramp (K/s): smallest surviving start radius (nm)
    0.1 0.2762
    1.0 0.3410
   10.0 0.7388
  100.0 0.9516
time at hold to shrink from 0.6 to 0.2 nm: 0.47 s
chance at threshold 0.460 (step shift +0.0001)
same from 2000 random walks 0.474
ramps for 90, 50, 10 % survival 4.47, 5.82, 7.70 K/s
interstitials emitted per O 0.625
threshold, interstitial supersaturation 2: 1.795 K/s
threshold, slow interface (length 0.192 nm): 4.724 K/s
threshold, g +10 %: 4.084, -10 %: 9.241 K/s
threshold, start 1073 K: 5.8823 K/s
diffusion transient: extra uptake 0.70 % by 1297 K
boundary motion, Omega C: 1.8e-05
O used by 1e10 nuclei per cm3 at critical r: 2.2e-06 of total
```
